Examination question: order and disorder of buckled dimers on Si(001)

On the reconstructed Si(001) surface the atoms pair into dimers that form rows, and each dimer tilts in one of two senses. Let s(r,j) = ±1 be the tilt of dimer j in row r. Rows are 2a apart and dimers within a row are a apart, a being the surface lattice constant. There are N rows of L dimers, both numbers even, with periodic boundaries, and

H = J_x Σ s(r,j)s(r+1,j) + J_y Σ s(r,j)s(r,j+1) − J_d Σ s(r,j)[s(r+1,j+1) + s(r+1,j−1)].

Write β = 1/kT and K = βJ for each coupling. The couplings are temperature independent, and strain, defects, steps and longer-range couplings are neglected. The numerical check supplies every number and the tests cited.

Part (a). Find conditions under which the ground state is c(4×2), give its energy relative to p(2×2), and map H onto a ferromagnet. What is the (2×1) phase in this model, and where does the flip barrier enter?

Model answer. Set τ(r,j) = (−1)^{r+j} s(r,j), which is single valued because N and L are even. The sign factors of two nearest neighbours multiply to −1 and those of two diagonal neighbours to +1, so

H = −J_x Σ ττ(across) − J_y Σ ττ(along) − J_d Σ ττ(diagonal).

The map only relabels configurations, so the partition function Z is unchanged. Split H into plaquettes, one per dimer. A nearest-neighbour bond is shared by two plaquettes and enters each with weight ½, and a diagonal bond lies in one. Up to an overall flip a plaquette has eight states:

all τ equal: energy −(J_x + J_y + 2J_d);
one τ reversed (four states): each bond type has one + and one −, energy 0;
both τ of one row reversed: J_x − J_y + 2J_d, excess 2(J_x + 2J_d);
both τ at one j reversed: −J_x + J_y + 2J_d, excess 2(J_y + 2J_d);
a diagonal pair reversed: J_x + J_y − 2J_d, excess 2(J_x + J_y).

If J_x + 2J_d, J_y + 2J_d and J_x + J_y are positive, so is half their sum, J_x + J_y + 2J_d, which is the excess of the single reversal. Uniform τ then minimizes every plaquette at once, and the two ground states are s = ±(−1)^{r+j}. This pattern is invariant under the shifts (2a, ±a), which generate a centred 4a × 2a cell, c(4×2). The pattern s = (−1)^j is p(2×2). It has τ = (−1)^r, every plaquette is of the third kind, and with J_eff = J_x + 2J_d

E[p(2×2)] − E[c(4×2)] = 2J_eff per dimer.

Enumeration of a 4×4 lattice confirms the ground states, this difference and the equality of the two spectra. For three rows the spectra differ.

In the disordered phase the thermal average of s vanishes on every site, so the averaged structure has the (2×1) period of the dimer lattice, while each dimer stays buckled (s² = 1). The barrier to a flip does not appear in H. It sets how fast equilibrium is reached, since detailed balance fixes only the ratio of forward and backward rates, and so it does not enter the T_c of this model. That presumes rigid tilts, a barrier large compared with kT and the couplings; for a softer double well the tilt angle fluctuates, the two-state description with constant couplings fails, and the well shape does affect T_c. It matters if flips are too slow for equilibrium to be reached.

Part (b). For J_d = 0 and J_x, J_y > 0, write the transfer matrix along the rows and find all its eigenvalues.

Model answer. Let τ and τ′ be the N tilts at j and j+1. Then Z = Tr T^L with

T(τ,τ′) = exp[½K_x Σ_r (τ_r τ_{r+1} + τ′_r τ′_{r+1}) + K_y Σ_r τ_r τ′_r].

Let σᶻ_r have eigenvalues τ_r. One bond along a row has the matrix e^{K} + e^{−K}σˣ. Define the dual coupling K* = −½ ln tanh K, so that e^{−2K*} = tanh K and

tanh K* = (1 − tanh K)/(1 + tanh K) = e^{−2K},

sinh 2K* = 2e^{−2K}/(1 − e^{−4K}) = 1/sinh 2K.

The bond matrix is e^{K}(1 + tanh K* σˣ) = (e^{K}/cosh K*) exp(K*σˣ). Since 1/cosh²K* = 1 − e^{−4K}, the square of the prefactor is e^{2K} − e^{−2K} = 2 sinh 2K. Hence

T = (2 sinh 2K_y)^{N/2} V₂^{½} V₁ V₂^{½}, V₁ = exp(K_y* Σσˣ_r), V₂ = exp(K_x Σσᶻ_r σᶻ_{r+1}).

The global flip F = Πσˣ_r commutes with T. For the Jordan–Wigner transformation put P_r = Π_{k<r}σˣ_k, A_r = P_r σᶻ_r and B_r = P_r σʸ_r. These square to one and anticommute mutually, because the string of the later site contains σˣ at the earlier one. So c_r = (A_r − iB_r)/2 is a fermion, with A = c† + c and iB = c† − c. The Pauli products σᶻσʸ = −iσˣ, σʸσˣ = −iσᶻ and σᶻσˣ = iσʸ give

σˣ_r = iA_r B_r = 1 − 2n_r, n_r = c†_r c_r,

σᶻ_r σᶻ_{r+1} = iB_r A_{r+1} = (c†_r − c_r)(c†_{r+1} + c_{r+1}),

σʸ_r σʸ_{r+1} = −iA_r B_{r+1} = (c†_r + c_r)(c_{r+1} − c†_{r+1}).

For the closing bond, P_N = Fσˣ_N gives B_N = iFσᶻ_N and A_N = −iFσʸ_N. Therefore σᶻ_Nσᶻ_1 = −F iB_N A_1 and σʸ_Nσʸ_1 = −F(−iA_N B_1), and both formulas hold with c_{N+1} = −F c_1. Because F = (−1)^{Σn}, the sector F = +1 has an even fermion number and antiperiodic momenta q = (2m+1)π/N, and F = −1 has an odd number and periodic momenta q = 2mπ/N.

Insert c_r = N^{−½} Σ e^{iqr} c_q. The hopping terms c†_r c_{r+1} + c†_{r+1}c_r sum to Σ 2cos q n_q = Σ cos q (2n_q − 1), because Σ cos q = 0 in either set. The pair term is Σ_r c†_r c†_{r+1} = Σ_q e^{iq} c†_q c†_{−q} = Σ_{0<q<π} 2i sin q c†_q c†_{−q}, by anticommutation, and −Σ c_r c_{r+1} is its adjoint. T thus factorizes into commuting (q,−q) blocks. On the two singly occupied states both Σσˣ and Σσᶻσᶻ contribute zero, so the block factor is 1. On the empty and doubly occupied states, taken as up and down of Pauli matrices ρ, the contributions are 2ρᶻ and 2u·ρ with the unit vector u = (0, sin q, −cos q). The block exp(K_x u·ρ) exp(2K_y*ρᶻ) exp(K_x u·ρ) is positive with determinant one, so its eigenvalues are e^{±γ_q}. Its trace follows from cyclicity, exp(x u·ρ) = cosh x + u·ρ sinh x and Tr(u·ρ ρᶻ) = 2u_z:

cosh γ_q = cosh 2K_y* cosh 2K_x − sinh 2K_y* sinh 2K_x cos q.

The four block factors are exp[½(±γ_q ± γ_{−q})], with opposite signs exactly when the block holds one fermion. The periodic set also has two unpaired modes. For q = 0 the factor is exp[(K_x − K_y*)(2n₀ − 1)] and for q = π it is exp[(K_x + K_y*)(1 − 2n_π)]. Define γ_π = 2(K_x + K_y*) and the signed quantity

γ₀ = 2(K_x − K_y*).

A minus sign goes with n_π = 1 but with n₀ = 0, so in the periodic sector the number of minus signs equals the odd fermion number plus one, modulo two. In both sectors, then,

λ = (2 sinh 2K_y)^{N/2} exp(½ Σ_q ±γ_q), with an even number of minus signs.

The program checks all 64 eigenvalues for N = 6 against direct diagonalization with the original antiferromagnetic signs (in magnitude), on both sides of the transition and with J_x and J_y exchanged.

Part (c). Derive the condition for the transition and the form of the specific heat near it.

Model answer. T has positive elements, so its largest eigenvalue has a positive eigenvector, which is even under F. It is λ₊, with all plus signs in the antiperiodic sector. For L → ∞ the free energy per dimer obeys −βf = (1/N) ln λ₊, and for N → ∞

−βf = ½ ln(2 sinh 2K_y) + (1/4π) ∫₀^{2π} γ_q dq.

Subtract 1 from cosh γ_q, use cosh γ₀ = cosh 2K_y* cosh 2K_x − S with S = sinh 2K_y* sinh 2K_x, and halve the angles:

sinh²(γ_q/2) = sinh²(γ₀/2) + S sin²(q/2).

If γ₀ ≠ 0 the right side is positive for all q, so γ_q and f are analytic in T. A singularity needs K_x = K_y*, and then sinh 2K_x = sinh 2K_y* = 1/sinh 2K_y, which is Onsager's condition:

sinh(2J_x/kT_c) sinh(2J_y/kT_c) = 1.

The left side falls monotonically from infinity to zero as T rises, so there is exactly one root.

The singularity is real. For small q and γ₀, γ_q ≈ (γ₀² + v²q²)^{½} with v = √S = sinh 2K_x at T_c. Then ∂²γ_q/∂γ₀² = v²q²/(γ₀² + v²q²)^{3/2}, which behaves as 1/(v|q|) for v|q| ≫ |γ₀| and is cut off below, so its integral over both signs of q is (2/v) ln(1/|γ₀|) plus a constant. In C/k = β² ∂²(−βf)/∂β² this term is multiplied by (β dγ₀/dβ)²/4π, and the remaining terms stay finite at T_c. From dK*/dK = −1/(2 sinh K cosh K) = −1/sinh 2K one has β dγ₀/dβ = 2(K_x + K_y sinh 2K_x) at T_c. With γ₀ proportional to t = 1 − T_c/T,

C/k ≈ −A ln|t| per dimer, A = (2/π)(K_x + K_y sinh 2K_x)²/sinh 2K_x.

Part (d). Find the correlation lengths above T_c and show how order appears in the spectrum below it.

Model answer. Let λ₋ be the all-plus eigenvalue of the periodic sector. It is the largest there: for γ₀ < 0, reversing the signs of q = 0 and of one other q gains |γ₀| and loses γ_q ≥ |γ₀|. Then

ln(λ₊/λ₋) = ½[Σ_anti γ_q − Σ_per |γ_q|] + ½(|γ₀| − γ₀).

With Fourier coefficients g_m of the positive function γ_q, the sums are N Σ_k (−1)^k g_{kN} and N Σ_k g_{kN}, so the bracket is −2N Σ_{k odd} g_{kN}. Away from T_c the function is analytic in q and g_m falls exponentially, so the bracket vanishes exponentially in N. Above T_c, K_x is smaller and K_y* larger than at T_c, γ₀ < 0, and the gap tends to |γ₀|. Below T_c it tends to zero.

Since σᶻ is odd under F, the correlation at distance n along a row is Σ_k |⟨+|σᶻ|k⟩|² (λ_k/λ₊)ⁿ over odd states k. Above T_c it decays as exp(−n/ξ_y), up to a power of n, and exchanging the two directions gives ξ_x:

ξ_y = 1/[2(K_y* − K_x)] dimers, ξ_x = 1/[2(K_x* − K_y)] rows.

Below T_c the correlation first falls to about m_N², with m_N = |⟨+|σᶻ|−⟩|, and stays near that value over distances that grow exponentially with N, before the small gap makes it decay to zero. Both states have zero momentum, so m_N = |⟨+|M|−⟩|/N with M = Σσᶻ_r, and m_N² ≤ ⟨+|M²|+⟩/N². Above T_c the finite ξ_x makes ⟨M²⟩ proportional to N, so m_N² is bounded by a constant over N. That m_N stays finite below T_c is shown here only numerically, in part (e). In terms of s all these correlations carry the factor (−1)^{r+j}, so the order is c(4×2).

Part (e). Take the round model values J_y = 30 meV, J_x = 1 meV, J_d = 0 (model A; they are not computed for silicon). Find T_c, a closed form for J_y ≫ J_x with its error, the sensitivity of T_c to each coupling, and the state at 200 K and 300 K. Check T_c without using the condition of part (c).

Model answer. The root is kT_c = 20.0172 meV. There K_x = 1/20.0172 = 0.049957 and K_y = 1.498712, and 0.100080 × 9.99196 = 1.0000. With k = 0.0861733 meV/K,

T_c = 20.0172/0.0861733 K ≈ 232 K.

Further digits below serve only to compare methods within the model.

For K_x ≪ 1 ≪ K_y write sinh 2K_x = 2K_x[1 + (2K_x)²/6 + …] and sinh 2K_y = ½e^{2K_y}(1 − e^{−4K_y}). At leading order K_x e^{2K_y} = 1. With x = 2K_y and K_x = xJ_x/2J_y this reads x eˣ = 2J_y/J_x, which defines the Lambert function W:

kT_c ≈ 2J_y/W(2J_y/J_x).

Here W(60) = 2.99680 and T_c ≈ 232.338 K. The neglected factor is 1 + (2/3)K_x² − e^{−4K_y} ≈ 1 − K_x²/3, since e^{−2K_y} ≈ K_x. The logarithm of K_x e^{2K_y} changes with ln T at the rate −(1 + 2K_y), so the estimate is high by K_x²/[3(1 + 2K_y)] = 0.049957²/(3 × 3.9974) = 2.08 × 10⁻⁴ relative to the exact T_c, as found. At J_y/J_x = 300 the relative error is 3.7 × 10⁻⁶. As J_x → 0, W grows logarithmically and T_c → 0: uncoupled rows do not order, and a weak coupling between them gives a T_c that is suppressed only logarithmically below 2J_y/k.

The logarithmic differential of the condition is a_x(d ln J_x − d ln T) + a_y(d ln J_y − d ln T) = 0 with a_x = 2K_x coth 2K_x = 1.00333 and a_y = 2K_y coth 2K_y = 3.01240 (a and b in the output). Thus ∂ln T_c/∂ln J_x = a_x/(a_x + a_y) = 0.250 and ∂ln T_c/∂ln J_y = 0.750. The observed transition lies at roughly 200 K. Solving the condition for J_x at J_y = 30 meV and kT = 17.2347 meV gives

J_x = (kT/2) arsinh[1/sinh(2J_y/kT)] = 0.53 meV.

A measured T_c therefore fixes one relation between the couplings, and fixes J_x only weakly. The heat amplitude is A = (2/π)(0.049957 + 1.498712 × 0.100080)²/0.100080 = 0.2543, against 0.2541 from numerical second differences of the integral.

At 300 K, ξ_y = 1/[2(0.09850 − 0.03868)] = 8.36 dimers, matching the N = 10 strip, and ξ_x = 1/[2(1.62644 − 1.16045)] = 1.07 rows. The disordered phase of this model thus has alternating tilt over several dimers within a row, while the correlation between rows decays over about one row spacing. The element m_N is 0.514, 0.445 and 0.398 for N = 6, 8, 10, with N m_N² = 1.583, 1.586, 1.586, so it falls as N^{−½}. At 200 K the gap is 5.6 × 10⁻⁴, 1.3 × 10⁻⁴, 3.3 × 10⁻⁵, and m_N = 0.9598, 0.9597, 0.9597. The last value agrees with 0.9597 from the Onsager–Yang formula [1 − (sinh 2K_x sinh 2K_y)^{−2}]^{1/8}, which is not derived here and on which nothing above depends.

The independent check locates the temperature at which N ln(λ₊/λ₋), from diagonalized strips, is equal for two widths N and N′. At T_c and small v, γ_q = 2v sin(q/2). The sums of sin(q/2) are 1/sin(π/2N) and cot(π/2N), whose difference is tan(π/4N), so

N ln(λ₊/λ₋) = Nv tan(π/4N) = (πv/4)(1 + π²/48N² + …).

Higher odd powers of v sin(q/2) reduce to sines of odd multiples of q/2, which give tangents of odd multiples of π/4N, so the series in 1/N² keeps its form c(1 + α/N²). Slightly off T_c the signed mode adds −Nγ₀/2, while the other modes depend on γ₀² and on S, which only changes c. Equating two widths gives (N′ − N)γ₀/2 = cα(1/N′² − 1/N²), that is

γ₀ = −2cα (N + N′)/(NN′)².

For α > 0 the crossings lie above T_c. They are 232.406 K for (6,8) and 232.343 K for (8,10). The factors 14/48² and 18/80² stand in the ratio 2.16, so extrapolation gives 232.343 − 0.063/1.16 = 232.29 K, in agreement with the root 232.290 K. For J_x = 10, J_y = 30 meV both routes give 482.30 K.

Part (f). Restore J_d. Does the condition of part (c) survive? Derive the critical condition to first order in K_d at fixed J_eff and apply it to J_x = −2, J_y = 30, J_d = 1.5 meV (model B).

Model answer. The diagonal bonds add K_d Σ(τ_r τ′_{r+1} + τ′_r τ_{r+1}) to the exponent of T. Expanding the product (τ_r − τ′_r)(τ_{r+1} − τ′_{r+1}) shows that the added term equals

K_d Σ(τ_r τ_{r+1} + τ′_r τ′_{r+1}) − K_d Σ(τ_r − τ′_r)(τ_{r+1} − τ′_{r+1}).

The first sum turns ½K_x into ½K_x + K_d = ½K_eff. The second is nonzero only where dimers in adjacent rows both reverse between j and j+1. It then gives a factor e^{−4K_d} for a parallel pair and e^{+4K_d} for an antiparallel pair. Onsager's condition with J_eff is therefore not exact, but it fails only through such double reversals.

Multiplying a matrix element by τ_r − τ′_r is the commutator with σᶻ_r, so at first order V₁ gains −K_d Σ[σᶻ_r,[σᶻ_{r+1},V₁]]. On one site [σᶻ, exp(K*σˣ)] = sinh K* [σᶻ,σˣ] = 2i sinh K* σʸ. Because σʸ anticommutes with σˣ, exp(½K*σˣ) σʸ exp(½K*σˣ) = σʸ. Since −K_d (2i)² = +4K_d,

V₁ → V₁^{½}(1 + ε Σσʸ_rσʸ_{r+1})V₁^{½}, ε = 4K_d sinh²K_y*.

The program checks this identity for dT/dK_d on four rows. To first order the bracket is exp(εΣσʸσʸ), which by part (b) is bilinear in the fermions, with the same hopping as σᶻσᶻ and the opposite pair term. T still factorizes into blocks. At q = 0 there is no pair term, and the factor becomes exp[(K_eff + ε − K_y*)(2n₀ − 1)]. For q ≠ 0 the pair terms are odd in q, so γ_q² keeps the form γ₀² + v²q² with slightly changed v, and the gap closes only at q = 0:

K_y* = K_eff + 4K_d sinh²K_y* + O(K_d²).

At second order, e^{∓4K_d} = cosh 4K_d ∓ sinh 4K_d contributes to V₁ the term (cosh 4K_d − 1) sinh²K_y* σˣ_rσˣ_{r+1}, times the single-site factors of the other rows, which is a four-fermion term, and the block solution ends. That such terms merely move T_c at order K_d² is an assumption, supported by the strip results below. By part (c), K_eff − K_y* changes with ln T at the rate −(K_eff + K_y sinh 2K_eff), so for small K_eff

δT_c/T_c ≈ ε/(K_eff + K_y sinh 2K_eff) ≈ 4K_d K_eff/(1 + 2K_y),

relative to the Onsager value with J_eff. The slope dT_c/dJ_d at J_eff = 1 meV, taken between J_d = ±0.25 meV so that even orders cancel, is 0.5799 K/meV from the condition and 0.5806 K/meV from extrapolated crossings. The extrapolation law was derived for J_d = 0 and is carried over because the fermion form survives at first order.

Model B has J_eff = −2 + 2 × 1.5 = 1 meV, so the ground state is c(4×2), 2 meV per dimer below p(2×2), and the Onsager value with J_eff is again 232.290 K. With 4K_dK_eff = 0.01497 the linear estimate is 232.29 × 0.01497/3.9974 = 0.87 K, and solving the first-order condition gives 233.176 K, a shift of 0.89 K. The strips give 232.963 K, a shift of 0.67 K. The first-order condition has the right sign and lies closer to the strip value than the uncorrected one, but it overshoots. With K_d = 0.0749, 4K_d is 0.30 and second-order terms are not negligible. It is a conjecture, not tested, that the overshoot comes from the cosh 4K_d term, which favours double reversals of either kind and would lower T_c. Dropping J_d and using |J_x| = 2 meV gives 279.5 K, 20% above the strip value, and describes the ordering of p(2×2), the wrong phase.

Within this model, Onsager's condition holds approximately, with a first-order error 4K_dK_eff/(1 + 2K_y) relative to its own T_c, when the coupling across rows is read as half the p(2×2) to c(4×2) energy difference per dimer and both K_eff and 4|K_d| are small at T_c. As J_eff → 0 at fixed J_d, T_c falls and K_d grows, so the expansion in K_d loses control. The correction itself acts only through runs of adjacent reversals. Each reversal carries the weight e^{−2K_y} and each adjacent pair of reversals at most e^{4|K_d|}, so an open run of n weighs at most (e^{−2K_y+4|K_d|})^{n−1} relative to a single reversal (a run closing around all N rows has one pair more and drops out for N → ∞). For 2|J_d| < J_y this vanishes as T_c falls, so the Onsager value with J_eff is recovered in that limit. Since e^{−2K_y} ≈ K_eff at T_c, the small factor is only K_eff^{1−2|J_d|/J_y}, and the approach is very slow when 2|J_d| is close to J_y. Long-range strain couplings and pinning defects lie outside the model and outside every result derived here.

Table of computed values

```
k_B = 0.0861733 meV/K
Model A: Jx = 1.0 meV, Jy = 30.0 meV, Jd = 0
Tc (Onsager) = 232.290 K, kTc = 20.0172 meV
at Tc: Kx = 0.049957, Ky = 1.498712, Ky* = 0.049957
at Tc: sinh2Kx = 0.100080, sinh2Ky = 9.99196
strip crossings: (6,8) 232.406 K, (8,10) 232.343 K
extrapolated crossing = 232.290 K
Jx=10, Jy=30 meV: Onsager 482.30 K, strips 482.30 K
W(2Jy/Jx) = 2.99680, Lambert Tc = 232.338 K
Lambert relative error: Jy/Jx=30 2.08e-04, Jy/Jx=300 3.70e-06
a = 1.00333, b = 3.01240
dlnTc/dlnJx = 0.2498, dlnTc/dlnJy = 0.7502
heat amplitude A: formula 0.2543, quadrature 0.2541 k_B per dimer
Jx giving Tc = 200 K at Jy = 30.0 meV: 0.5304 meV
T = 300 K: kT = 25.8520 meV, Kx = 0.03868, Ky = 1.16045
  Kx* = 1.62644, Ky* = 0.09850
  -f/kT per dimer: integral 1.257994, strip N=10 1.257994
  xi_y = 8.358 dimers (strip N=10: 8.358), xi_x = 1.073 rows
  order element N=6,8,10: 0.5136, 0.4452, 0.3983
  N times its square: 1.583, 1.586, 1.586
T = 200 K: kT = 17.2347 meV
  ln(l+/l-) N=6,8,10: 5.643e-04, 1.342e-04, 3.329e-05
  order element N=6,8,10: 0.9598, 0.9597, 0.9597
  Onsager-Yang value = 0.9597
dTc/dJd at Jeff = 1.0 meV (Jd = +-0.25 meV):
  formula 0.5799 K/meV, strips 0.5806 K/meV
Model B: Jx = -2.0, Jy = 30.0, Jd = 1.5, Jeff = 1.0 meV
  E[p(2x2)] - E[c(4x2)] = 2.000 meV per dimer
  Kd = 0.07494, 4 Kd Keff = 0.01497
  Tc strips = 232.963 K, kTc = 20.0752 meV
  Tc Onsager with Jeff = 232.290 K, first order in Jd = 233.176 K
  shifts from Jeff value: strips 0.673 K, first order 0.886 K
  Tc naive with |Jx| = 279.530 K
```
